# Schwinger's Momentum-Space Coulomb Green's Function from Four-Dimensional Harmonics: verification in Python

```python
"""
Momentum-space Coulomb Green's function G = 1/(E - H), H = p^2/2 - Z/r (atomic units).
Result under test, with p0 = sqrt(-2E), nu = Z/p0, A = p^2+p0^2, A' = p'^2+p0^2, D = p-p':
  G = -(2/A) delta(D)                                             free
      - 2Z / (pi^2 A A' D^2)                                      one Coulomb exchange
      - 2Z^2/(pi^2 p0 A A') * Int_0^1 rho^(-nu) drho
                 / [rho D^2 + A A' (1-rho)^2/(4 p0^2)]            two and more exchanges
s = 4 p0^2 D^2/(A A') = 2 - 2 cos(chi) is the squared distance of the two momenta after
projection onto the unit sphere in four dimensions.  The variable x = -ln(rho) is used
in the numerical integrals.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.special import (eval_gegenbauer, eval_genlaguerre, eval_legendre,
                           gammaln, roots_laguerre)

HARTREE = constants.value("Hartree energy in eV")
BOHR = constants.value("Bohr radius") * 1e10          # angstrom
G_UNIT = BOHR**3 / HARTREE                            # atomic unit of G in A^3/eV
Z = 1.0
PI = np.pi


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


def log_grid(low, high, step):
    """Trapezoidal rule in the logarithm of a positive variable."""
    x = np.exp(np.arange(np.log(low), np.log(high) + step, step))
    return x, x * step


def exchange_integral(s, nu):
    """Int_0^1 rho^(-nu) / [(1-rho)^2 + rho s] drho for an array of s."""
    x, w = log_grid(1e-15, 40 / (1 - nu), 0.2)
    s = np.atleast_1d(s)[:, None]
    return (w * np.exp(-(1 - nu) * x)
            / (np.expm1(-x)**2 + s * np.exp(-x))).sum(axis=1)


def exchange_coefficient(k, s):
    """Int_0^1 (-ln rho)^(k-2)/(k-2)! / [(1-rho)^2 + rho s] drho, k >= 2."""
    x, w = log_grid(1e-12, 700.0, 0.03)
    weight = np.exp((k - 2) * np.log(x) - gammaln(k - 1) - x)
    return (w * weight / (np.expm1(-x)**2 + s * np.exp(-x))).sum()


def sphere_distance_sq(q_sq, pp_sq, dist_sq, p0):
    return 4 * p0**2 * dist_sq / ((q_sq + p0**2) * (pp_sq + p0**2))


def shell_factor(q_sq, pp_sq, p0):
    return -8 * p0**3 / (PI**2 * ((q_sq + p0**2) * (pp_sq + p0**2))**2)


def one_exchange(q_sq, pp_sq, dist_sq, p0):
    return -2 * Z / (PI**2 * (q_sq + p0**2) * (pp_sq + p0**2) * dist_sq)


# ---------------------------------------------------------------- chosen inputs
energy_eV = -20.0
energy = energy_eV / HARTREE
p0 = np.sqrt(-2 * energy)
nu = Z / p0
p_len, pp_len, angle_deg = 2.0, 3.0, 60.0             # 1/angstrom, 1/angstrom, degrees
angle = np.radians(angle_deg)
p_vec = BOHR * p_len * np.array([1.0, 0.0, 0.0])
pp_vec = BOHR * pp_len * np.array([np.cos(angle), np.sin(angle), 0.0])
p_sq, pp_sq = p_vec @ p_vec, pp_vec @ pp_vec
dist_sq = (p_vec - pp_vec) @ (p_vec - pp_vec)
A, App = p_sq + p0**2, pp_sq + p0**2
s_here = sphere_distance_sq(p_sq, pp_sq, dist_sq, p0)
chi_here = 2 * np.arcsin(np.sqrt(s_here) / 2)


# ------------------------------------------- projection onto the sphere: geometry
def project(p):
    return np.append(2 * p0 * p, p0**2 - p @ p) / (p @ p + p0**2)


xi, xi_p = project(p_vec), project(pp_vec)
assert close((xi - xi_p) @ (xi - xi_p), s_here, 1e-12)
h = 1e-5
jac = np.array([(project(p_vec + h * e) - project(p_vec - h * e)) / (2 * h)
                for e in np.eye(3)])
assert close(np.sqrt(np.linalg.det(jac @ jac.T)), (2 * p0 / A)**3, 1e-7)

# ------------------------------- four-dimensional harmonics: eigenvalue and projector
nodes, gl_w = np.polynomial.legendre.leggauss(80)
alpha_grid, alpha_w = PI * (nodes + 1) / 2, PI * gl_w / 2
layer_eigenvalues = []
for n in range(1, 5):
    kernel = 1 / (4 * PI**2 * (2 - 2 * np.cos(alpha_grid)))
    zonal = np.sin(n * alpha_grid) / (n * np.sin(alpha_grid))
    value = (alpha_w * 4 * PI * np.sin(alpha_grid)**2 * kernel * zonal).sum()
    layer_eigenvalues.append(value)
    assert close(value, 1 / (2 * n), 1e-10)
    a1, a2 = np.arccos(xi[3]), np.arccos(xi_p[3])
    total = 0.0
    for ell in range(n):
        def radial(a):
            return np.sin(a)**ell * eval_gegenbauer(n - ell - 1, ell + 1, np.cos(a))
        norm = (alpha_w * np.sin(alpha_grid)**2 * radial(alpha_grid)**2).sum()
        total += (radial(a1) * radial(a2) / norm * (2 * ell + 1) / (4 * PI)
                  * eval_legendre(ell, np.cos(angle)))
    expected = n * np.sin(n * chi_here) / (2 * PI**2 * np.sin(chi_here))
    assert abs(total - expected) < 1e-10

# ----------------------------------------------- the terms at the chosen momenta
J_here = exchange_integral(s_here, nu)[0]
G_one = one_exchange(p_sq, pp_sq, dist_sq, p0)
G_many = shell_factor(p_sq, pp_sq, p0) * nu**2 * J_here
rho_integral = quad(lambda r: 1 / (r * dist_sq + A * App * (1 - r)**2 / (4 * p0**2)),
                    0, 1, weight="alg", wvar=(-nu, 0))[0]
assert close(-2 * Z**2 / (PI**2 * p0 * A * App) * rho_integral, G_many, 1e-7)

# connected part written as a single integral
x, w = log_grid(1e-15, 40 / (1 - nu), 0.1)
rho = np.exp(-x)
single = (w * np.exp(-(1 - nu) * x) * (-np.expm1(-2 * x))
          / (np.expm1(-x)**2 + rho * s_here)**2).sum()
G_single = shell_factor(p_sq, pp_sq, p0) * nu * single
assert close(G_single, G_one + G_many, 1e-8)

# whole function as a single integral, cut at rho = cut, acting on a zonal harmonic
cut, n_test = 0.95, 2
x, w = log_grid(1e-12, 40.0, 0.1)
rho = (cut * np.exp(-x))[:, None]
chi = np.linspace(0, PI, 1001)[None, :]
Q = 1 - 2 * rho * np.cos(chi) + rho**2
slope = ((1 - 3 * rho**2) / Q**2
         - 2 * rho * (1 - rho**2) * (2 * rho - 2 * np.cos(chi)) / Q**3)
projected = (2 / PI * np.sin(chi) * np.sin(n_test * chi) / n_test
             * slope).sum(axis=1) * PI / 1000
cut_value = (w * rho[:, 0]**(1 - nu) * projected).sum()
assert close(cut_value, n_test * cut**(n_test - nu) / (n_test - nu), 1e-7)


# --------------- definition: act with G0 V by three-dimensional momentum quadrature
def act_with_free_and_coulomb(kernel):
    """Z/(pi^2 A) Int d^3q kernel(q^2, |q-p'|^2)/|p-q|^2, foci at p and p'."""
    half = np.sqrt(dist_sq) / 2
    axis = (pp_vec - p_vec) / (2 * half)
    centre = (p_vec + pp_vec) / 2
    c_par = centre @ axis
    c_perp = np.linalg.norm(centre - c_par * axis)
    t, wt = log_grid(1e-8, 14.0, 0.15)
    y = np.arange(-18, 18.01, 0.2)
    th, th_rest = PI / (1 + np.exp(-y)), PI / (1 + np.exp(y))
    wth = 0.2 * th * th_rest / PI
    phi = (np.arange(16) + 0.5) * PI / 16
    t, wt = t[:, None, None], wt[:, None, None]
    sin_h, cos_h = np.sin(th / 2)[None, :, None], np.sin(th_rest / 2)[None, :, None]
    sin_th, cos_th = 2 * sin_h * cos_h, cos_h**2 - sin_h**2
    r_p = 2 * half * (np.sinh(t / 2)**2 + cos_h**2)
    r_pp = 2 * half * (np.sinh(t / 2)**2 + sin_h**2)
    q_sq = (centre @ centre + half**2 * (np.sinh(t)**2 + cos_th**2)
            + 2 * half * (c_par * np.cosh(t) * cos_th
                          + c_perp * np.sinh(t) * sin_th * np.cos(phi)))
    volume = (half * r_p * r_pp * np.sinh(t) * sin_th
              * wt * wth[None, :, None] * 2 * PI / 16)
    return Z / (PI**2 * A) * (volume * kernel(q_sq, r_pp**2) / r_p**2).sum()


def kernel_one(q_sq, d_sq):
    return one_exchange(q_sq, pp_sq, d_sq, p0)


def kernel_two(q_sq, d_sq):
    s = np.clip(sphere_distance_sq(q_sq, pp_sq, d_sq, p0), 1e-30, 4 - 1e-12)
    ch = 2 * np.arcsin(np.sqrt(s) / 2)
    return shell_factor(q_sq, pp_sq, p0) * nu**2 * (PI - ch) / (2 * np.sin(ch))


log_s = np.linspace(np.log(1e-14), np.log(4.0), 1700)
table = CubicSpline(log_s, np.exp(log_s / 2) * exchange_integral(np.exp(log_s), nu))


def kernel_connected(q_sq, d_sq):
    s = sphere_distance_sq(q_sq, pp_sq, d_sq, p0)
    J = table(np.clip(np.log(s), log_s[0], log_s[-1])) / np.sqrt(s)
    return kernel_one(q_sq, d_sq) + shell_factor(q_sq, pp_sq, p0) * nu**2 * J


G_two = kernel_two(p_sq, dist_sq)
G_three = shell_factor(p_sq, pp_sq, p0) * nu**3 * exchange_coefficient(3, s_here)
two_quad = act_with_free_and_coulomb(kernel_one)
three_quad = act_with_free_and_coulomb(kernel_two)
many_quad = act_with_free_and_coulomb(kernel_connected)
assert close(two_quad, G_two, 1e-6)
assert close(three_quad, G_three, 1e-6)
assert close(many_quad, G_many, 1e-6)

# ------------------------------------------------------ series in exchanges
orders = np.arange(2, 151)
coefficients = np.array([exchange_coefficient(k, s_here) for k in orders])
series = shell_factor(p_sq, pp_sq, p0) * nu**orders * coefficients
assert close(series.sum(), G_many, 1e-8)
partial = G_one + np.concatenate([[0.0], np.cumsum(series)])
outside = np.abs(partial / (G_one + G_many) - 1) > 0.01
exchanges_needed = int(np.nonzero(outside)[0].max()) + 2
ratio_low = series[38] / series[37]                    # 40 exchanges over 39
high_eV = -10.0
p0_high = np.sqrt(-2 * high_eV / HARTREE)
nu_high = Z / p0_high
s_high = sphere_distance_sq(p_sq, pp_sq, dist_sq, p0_high)
ratio_high = nu_high * exchange_coefficient(40, s_high) / exchange_coefficient(39, s_high)
assert ratio_low < 1 < ratio_high
assert close(ratio_low, nu, 1e-6) and close(ratio_high, nu_high, 1e-6)


# ------------------------------------------------------ lowest bound-state pole
def ground_state_momentum(p):
    radial = quad(lambda r: 2 * Z**1.5 * np.exp(-Z * r) * r * np.sin(p * r) / p,
                  0, 60, limit=200)[0]
    return (2 * PI)**-1.5 * np.sqrt(4 * PI) * radial


shift = -0.5e-6 * Z**2
p0_pole = np.sqrt(Z**2 - 2 * shift)
s_pole = sphere_distance_sq(p_sq, pp_sq, dist_sq, p0_pole)
residue = (shift * shell_factor(p_sq, pp_sq, p0_pole) * (Z / p0_pole)**2
           * exchange_integral(s_pole, Z / p0_pole)[0])
wave_product = (ground_state_momentum(np.sqrt(p_sq))
                * ground_state_momentum(np.sqrt(pp_sq)))
assert close(residue, wave_product, 1e-5)


# ------------------------- expectation value in a normalized exponential state
def log_ratio(z):
    """ln(1+z)/z, also for small complex z."""
    small = np.abs(z) < 1e-3
    safe = np.where(small, 1.0, z)
    series_value = 1 + z * (-1 / 2 + z * (1 / 3 + z * (-1 / 4 + z / 5)))
    return np.where(small, series_value, np.log(1 + safe) / safe)


def smeared_terms(E, zeta, removed):
    """Free, one- and many-exchange parts; removed = 1 subtracts the n = 1 term.

    The larger momentum is q = p (1 + u).  For complex E the singularity at p = i k0
    lies near the real axis, so the grid in ln(p) has to be fine.
    """
    k0 = np.sqrt(-2 * E + 0j)
    v = Z / k0

    def amplitude(p):
        return 2 * np.sqrt(2) / PI * zeta**2.5 / (p * p + zeta**2)**2

    p_grid, p_w = log_grid(1e-3, 1e2, 0.1)
    u, u_w = log_grid(1e-10, 1e6, 0.15)
    x, x_w = log_grid(1e-10, 40 / (removed + 1 - v.real), 0.15)
    r = np.exp(-x)[None, :]
    gap = np.expm1(-x)[None, :]**2
    damp = x_w * np.exp(-(1 - v) * x)
    free = (p_w * 4 * PI * p_grid**2 * amplitude(p_grid)**2
            * (-2 / (p_grid**2 + k0**2))).sum()
    one = many = 0.0
    for p, wp in zip(p_grid, p_w):
        q = p * (1 + u)
        AA = (p * p + k0**2) * (q * q + k0**2)
        measure = (2 * wp * p * u_w * 8 * PI**2 * p**2 * q**2
                   * amplitude(p) * amplitude(q))
        one += (measure * (-2 * Z / (PI**2 * AA)) * np.log((2 + u) / u) / (p * q)).sum()
        near = gap + r * (4 * k0**2 * (p * u)**2 / AA)[:, None]
        z = r * (16 * k0**2 * p * q / AA)[:, None] / near
        angular = 2 / near * log_ratio(z)
        J = ((angular - 2 * removed) * damp).sum(axis=1)
        if removed:
            J = J + 2 / (1 - v)
        many += (measure * (-8 * k0 * Z**2 / (PI**2 * AA**2)) * J).sum()
    return np.array([free, one, many])


def laguerre_matrices(scale, size):
    """Kinetic energy and -Z/r for s states, orthonormal coordinate-space basis."""
    x, w = roots_laguerre(size + 6)
    n = np.arange(size)[:, None]
    norm = np.exp(0.5 * (gammaln(n + 1) - gammaln(n + 3)))
    L = eval_genlaguerre(n, 2, x)
    dL = np.where(n > 0, -eval_genlaguerre(np.maximum(n - 1, 0), 3, x), 0.0)
    f, df = norm * x * L, norm * ((1 - x / 2) * L + x * dL)
    assert np.abs((f * w) @ f.T - np.eye(size)).max() < 1e-8
    return 2 * scale**2 * (df * w) @ df.T, -Z * 2 * scale * (f * w / x) @ f.T


def matrix_terms(E, T, V):
    one_matrix = np.eye(len(T))
    free = np.linalg.inv(E * one_matrix - T)
    full = np.linalg.inv(E * one_matrix - T - V)
    first = free @ V @ free
    return np.array([free[0, 0], first[0, 0], (full - free - first)[0, 0]])


state_range = 0.3                                      # angstrom
zeta = BOHR / state_range
T, V = laguerre_matrices(zeta, 60)
complex_eV = 10.0 + 20.0j
smeared = {}
for E_eV, removed in ((energy_eV, 0), (high_eV, 1), (complex_eV, 0)):
    formula = smeared_terms(E_eV / HARTREE, zeta, removed)
    direct = matrix_terms(E_eV / HARTREE, T, V)
    for name, a, b in zip(("free", "one", "many"), formula, direct):
        assert close(a, b, 1e-6), (E_eV, name, a, b)
    smeared[E_eV] = (formula / HARTREE, direct.sum() / HARTREE)

born_eigenvalues = np.sort(np.linalg.eigvals(
    np.linalg.solve(energy * np.eye(60) - T, V)).real)[::-1][:3]
for n, value in enumerate(born_eigenvalues, start=1):
    assert close(value, nu / n, 1e-7)

# ------------------------------------------------------------------ output
print(f"nuclear charge Z = {Z:.0f}")
print(f"energy E = {energy_eV:.1f} eV")
print(f"ground level -Z^2/2 = {-Z**2 / 2 * HARTREE:.4f} eV")
print(f"p0 = {p0 / BOHR:.5f} 1/A")
print(f"nu = Z/p0 = {nu:.6f} (no unit)")
print(f"momentum p = {p_len:.1f} 1/A, p' = {pp_len:.1f} 1/A, angle = {angle_deg:.0f} deg")
print(f"|p-p'|^2 = {dist_sq / BOHR**2:.4f} 1/A^2")
print(f"A = p^2+p0^2 = {A / BOHR**2:.5f} 1/A^2")
print(f"A' = p'^2+p0^2 = {App / BOHR**2:.5f} 1/A^2")
print(f"sphere distance squared s = {s_here:.6f} (no unit)")
print(f"sphere angle chi = {chi_here:.6f} rad")
print("layer eigenvalues n=1..4:", " ".join(f"{v:.6f}" for v in layer_eigenvalues))
print(f"integral J = {J_here:.6f} (no unit)")
print(f"free factor -2/A at p = {-2 / A / HARTREE:.6f} 1/eV")
print(f"one-exchange G = {G_one * G_UNIT:.6e} A^3/eV")
print(f"two-exchange G = {G_two * G_UNIT:.6e} A^3/eV")
print(f"two-exchange G, 3D quadrature = {two_quad * G_UNIT:.6e} A^3/eV")
print(f"three-exchange G = {G_three * G_UNIT:.6e} A^3/eV")
print(f"three-exchange G, 3D quadrature = {three_quad * G_UNIT:.6e} A^3/eV")
print(f"four and more exchanges = {(G_many - G_two - G_three) * G_UNIT:.6e} A^3/eV")
print(f"many-exchange G (two and more) = {G_many * G_UNIT:.6e} A^3/eV")
print(f"many-exchange G, 3D quadrature = {many_quad * G_UNIT:.6e} A^3/eV")
print(f"connected G (one + many) = {(G_one + G_many) * G_UNIT:.6e} A^3/eV")
print(f"connected G, single integral = {G_single * G_UNIT:.6e} A^3/eV")
print(f"connected G in atomic units = {G_one + G_many:.6e} a0^3/hartree")
print(f"many-exchange share of connected G = {G_many / (G_one + G_many):.5f}")
print(f"exchanges needed to stay within 1 percent = {exchanges_needed}")
print(f"term ratio 40/39 exchanges at {energy_eV:.0f} eV = {ratio_low:.6f}")
print(f"nu at {high_eV:.0f} eV = {nu_high:.6f} (no unit)")
print(f"term ratio 40/39 exchanges at {high_eV:.0f} eV = {ratio_high:.6f}")
print(f"eigenvalues of G0 V at {energy_eV:.0f} eV:",
      " ".join(f"{v:.6f}" for v in born_eigenvalues))
print(f"pole residue from many-exchange term = {residue * BOHR**3:.6e} A^3")
print(f"1s wave-function product = {wave_product * BOHR**3:.6e} A^3")
print(f"range of exponential state f = {state_range:.1f} A")
for E_eV in (energy_eV, high_eV):
    parts, direct_sum = smeared[E_eV]
    for name, value in zip(("free", "one-exchange", "many-exchange"), parts):
        print(f"<f|G|f> at {E_eV:.0f} eV, {name} = {value.real:.7f} 1/eV")
    print(f"<f|G|f> at {E_eV:.0f} eV, sum = {parts.sum().real:.7f} 1/eV")
    print(f"<f|G|f> at {E_eV:.0f} eV, matrix inverse = {direct_sum.real:.7f} 1/eV")
parts, direct_sum = smeared[complex_eV]
print(f"complex energy = {complex_eV.real:.0f} + {complex_eV.imag:.0f}i eV")
print(f"<f|G|f> there, sum = {parts.sum().real:.7f} {parts.sum().imag:+.7f}i 1/eV")
print(f"<f|G|f> there, matrix = {direct_sum.real:.7f} {direct_sum.imag:+.7f}i 1/eV")
print("every check passed")
```

Output:

```
nuclear charge Z = 1
energy E = -20.0 eV
ground level -Z^2/2 = -13.6057 eV
p0 = 2.29115 1/A
nu = Z/p0 = 0.824794 (no unit)
momentum p = 2.0 1/A, p' = 3.0 1/A, angle = 60 deg
|p-p'|^2 = 7.0000 1/A^2
A = p^2+p0^2 = 9.24937 1/A^2
A' = p'^2+p0^2 = 14.24937 1/A^2
sphere distance squared s = 1.115212 (no unit)
sphere angle chi = 1.112530 rad
layer eigenvalues n=1..4: 0.500000 0.250000 0.166667 0.125000
integral J = 6.050785 (no unit)
free factor -2/A at p = -0.028377 1/eV
one-exchange G = -5.447164e-05 A^3/eV
two-exchange G = -5.668041e-05 A^3/eV
two-exchange G, 3D quadrature = -5.668041e-05 A^3/eV
three-exchange G = -4.668547e-05 A^3/eV
three-exchange G, 3D quadrature = -4.668547e-05 A^3/eV
four and more exchanges = -1.998032e-04 A^3/eV
many-exchange G (two and more) = -3.031691e-04 A^3/eV
many-exchange G, 3D quadrature = -3.031691e-04 A^3/eV
connected G (one + many) = -3.576407e-04 A^3/eV
connected G, single integral = -3.576407e-04 A^3/eV
connected G in atomic units = -6.567411e-02 a0^3/hartree
many-exchange share of connected G = 0.84769
exchanges needed to stay within 1 percent = 24
term ratio 40/39 exchanges at -20 eV = 0.824794
nu at -10 eV = 1.166434 (no unit)
term ratio 40/39 exchanges at -10 eV = 1.166434
eigenvalues of G0 V at -20 eV: 0.824794 0.412397 0.274931
pole residue from many-exchange term = 2.156386e-03 A^3
1s wave-function product = 2.156386e-03 A^3
range of exponential state f = 0.3 A
<f|G|f> at -20 eV, free = -0.0239592 1/eV
<f|G|f> at -20 eV, one-exchange = -0.0191162 1/eV
<f|G|f> at -20 eV, many-exchange = -0.0877650 1/eV
<f|G|f> at -20 eV, sum = -0.1308404 1/eV
<f|G|f> at -20 eV, matrix inverse = -0.1308404 1/eV
<f|G|f> at -10 eV, free = -0.0347823 1/eV
<f|G|f> at -10 eV, one-exchange = -0.0400258 1/eV
<f|G|f> at -10 eV, many-exchange = 0.2787656 1/eV
<f|G|f> at -10 eV, sum = 0.2039576 1/eV
<f|G|f> at -10 eV, matrix inverse = 0.2039576 1/eV
complex energy = 10 + 20i eV
<f|G|f> there, sum = 0.0198762 -0.0237155i 1/eV
<f|G|f> there, matrix = 0.0198762 -0.0237155i 1/eV
every check passed
```
